# Orbach Relaxation of Donor Spins Through Excited Valley-Orbit States in Silicon, part 2

An electron bound to a phosphorus donor in silicon relaxes its spin at a rate \(1/T_1\) that follows \(\exp(-E_a/kT)\) over a range of temperature. The question is which energy is \(E_a\), and how large the prefactor is. In the Orbach process considered here, a phonon lifts the electron to a real excited level and a later phonon returns it, possibly with its spin reversed. A direct process uses one phonon of the Zeeman energy; a Raman process scatters a phonon through an excited state not reached in energy.

The six valley states form a ground singlet \(A_1\), with equal amplitudes in all valleys, a triplet \(T_2\) and a doublet \(E\):

\[
\Delta=E_{T_2}-E_{A_1}=2v_1+4v_2,\qquad
\Delta_E=E_E-E_{A_1}=6v_2 .
\]

The \(T_2\) orbitals are \(t_x,t_y,t_z\), one per cubic axis, or equivalently the states \(|m\rangle\) with \(L_z=m=1,0,-1\), where \(|0\rangle\) is \(t_z\). \(\mathbf L\) is an effective angular momentum of length one. Spin operators are dimensionless, and \(z=g\mu_BB\) is the Zeeman energy. With the field along the cubic axis \(z\), the Hamiltonian in \(T_2\), apart from the common energy, is

\[
H=zS_z+\lambda L_zS_z+\frac{\lambda}{2}\,(L_+S_-+L_-S_+),
\]

and \(U(t)\) is its evolution operator. Spin turns only within the pairs

\[
|0,\uparrow\rangle\leftrightarrow|1,\downarrow\rangle,\qquad
|{-1},\uparrow\rangle\leftrightarrow|0,\downarrow\rangle ,
\]

whose energy mismatches are

\[
D_+=z+\frac\lambda2,\qquad D_-=z-\frac\lambda2 .
\]

Spin-orbit coupling between \(T_2\) and \(E\) is allowed but left out at first, on the condition that \(\Delta_E-\Delta\) is much larger than \(|\lambda|\).

Phonons that transfer the electron between valleys couple \(A_1\) to \(T_2\) and conserve spin. With \(M_{iq}\) the coupling of orbital \(t_i\) to phonon mode \(q\), of frequency \(\omega_q\),

\[
K_{ij}=\sum_qM_{iq}M_{jq}^*\,\delta(\hbar\omega_q-\Delta)
\]

equals \(K\delta_{ij}\), and \(\gamma=\frac{2\pi}{\hbar}K\). The treatment requires \(\hbar\gamma\ll\Delta\), and \(\hbar\gamma\), \(z\) and \(|\lambda|\) much smaller than \(kT\).

## The relaxation rate and its activation energy

The first half considered a donor with ground level \(A_1\), a threefold level \(T_2\) at height \(\Delta=2v_1+4v_2\), and a twofold level \(E\) at \(\Delta_E=6v_2\). Here \(-v_1\) and \(-v_2\) couple opposite and adjacent valleys. Phonons with mean occupation \(n=1/(e^{\Delta/kT}-1)\) lift the electron into each of the three \(T_2\) orbitals at rate \(\gamma n\), without touching its spin, and return it at rate \(\gamma(n+1)\). In \(T_2\) the spin-orbit term \(\lambda\mathbf L\cdot\mathbf S\) acts together with the Zeeman splitting \(z\). For each spin direction, two of the three orbitals allow a flip, with probability \(P(t)=(2\lambda^2/\Omega_\pm^2)\sin^2(\Omega_\pm t/2\hbar)\) after a time \(t\), where \(\Omega_\pm^2=(z\pm\lambda/2)^2+2\lambda^2\).

The length of a stay is random. When \(kT\ll\Delta\), \(n\) is much smaller than one and the departure rate is \(\gamma\) to leading order. The stay then has the distribution \(\gamma e^{-\gamma t}\). Using \(\sin^2(\Omega t/2\hbar)=\tfrac12[1-\cos(\Omega t/\hbar)]\) and

\[
\int_0^\infty\gamma e^{-\gamma t}\cos\frac{\Omega t}{\hbar}\,dt
=\frac{(\hbar\gamma)^2}{(\hbar\gamma)^2+\Omega^2},
\]

the mean of \(\sin^2\) is \(\tfrac12\Omega^2/[(\hbar\gamma)^2+\Omega^2]\). The factor \(\Omega^2\) cancels, and the mean flip probability for each pair is

\[
f_\pm=\frac{\lambda^2}{(\hbar\gamma)^2+(z\pm\lambda/2)^2+2\lambda^2}.
\]

This average was compared with the evolution of an electron coupled to an explicit set of phonon modes, 800 for each final spin, spread over \(\pm60\,\hbar\gamma\) about resonance. For \(\lambda=1.5\,\hbar\gamma\) and \(z=1.2\,\hbar\gamma\), a start in \(|0,\uparrow\rangle\) ended with the spin reversed with probability 0.244. The formula gives 0.242, a relative difference of 0.8 per cent. The finite band of modes is a likely cause of the difference, though it was not isolated.

An electron with spin up enters \(|0,\uparrow\rangle\) and \(|{-1},\uparrow\rangle\) at rate \(\gamma n\) each, and so flips at the rate \(W=\gamma n(f_++f_-)\). An electron with spin down uses the same two pairs in reverse and has the same rate, within the approximation \(z\ll kT\). The populations obey

\[
\dot p_\uparrow=-Wp_\uparrow+Wp_\downarrow,\qquad
\dot p_\downarrow=Wp_\uparrow-Wp_\downarrow .
\]

Subtraction gives \(d(p_\uparrow-p_\downarrow)/dt=-2W(p_\uparrow-p_\downarrow)\). The relaxation rate is thus \(2W\):

\[
\boxed{\frac1{T_1}=2\gamma n\sum_{s=\pm1}
\frac{\lambda^2}{(\hbar\gamma)^2+(z+s\lambda/2)^2+2\lambda^2}}
\]

The factor two appears because each flip changes the population difference by two. The small equilibrium polarization, of order \(z/2kT\), has been set to zero; it changes the value towards which the spin relaxes.

The counting of separate visits neglects terms of relative order \(n\), among them the spin stored in \(T_2\) at any moment. A full master equation for the eight spin-orbital states of \(A_1\) and \(T_2\) includes them. Its longitudinal decay rate was computed at \(n=10^{-5}\) for five pairs \((\lambda,z)\) in units of \(\hbar\gamma\): the pair of the example below, \((1.5,1.2)\), \((0.7,3)\), \((-1.5,1.2)\) and \((50,0)\). The largest relative deviation from the boxed formula was \(4\times10^{-5}\), a few times \(n\).

At zero field both denominators become \((\hbar\gamma)^2+9\lambda^2/4\), so that

\[
\frac1{T_1}=\frac{4\gamma n\lambda^2}{(\hbar\gamma)^2+(3\lambda/2)^2}.
\]

The energy \(3|\lambda|/2\) is the splitting of \(T_2\) into levels of total angular momentum \(j=3/2\) and \(1/2\). It follows from \(\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]\), which is \(\tfrac12\) and \(-1\). If the splitting greatly exceeds the width \(\hbar\gamma\), the rate becomes \((16/9)\gamma n\). The size of the spin-orbit constant then no longer matters: the spin turns many times during a stay, and only the entry rate limits relaxation. The sign of \(\lambda\) does not matter in any regime of the boxed formula, since reversing it only exchanges the two terms of the sum.

In the opposite case, \(|\lambda|\) much smaller than \(\hbar\gamma\) or \(z\), the formula reduces to

\[
\frac1{T_1}=\frac{4\gamma n\lambda^2}{(\hbar\gamma)^2+z^2}.
\]

A magnetic field slows the relaxation, because the Zeeman energy puts the two states of each pair out of resonance. The dependence on \(\gamma\) is not monotonic. At fixed \(n\), \(\lambda\) and \(z\), the derivative of \(\gamma/[(\hbar\gamma)^2+z^2]\) vanishes at \(\hbar\gamma=z\), where the rate is largest. A weaker phonon coupling brings fewer visits; a stronger one ends each visit before the spin has turned far.

The activation energy is the slope of the logarithm of the rate against \(1/kT\). Let \(\beta=1/kT\), and let \(\gamma\), \(\lambda\) and \(\Delta\) be independent of temperature. Differentiating \(n=(e^{\beta\Delta}-1)^{-1}\) gives

\[
\frac{dn}{d\beta}=-\frac{\Delta e^{\beta\Delta}}{(e^{\beta\Delta}-1)^2}
=-\Delta\,n(n+1).
\]

The sum in the boxed formula contains no temperature. Since that formula is itself correct to leading order in \(n\), the consistent result is

\[
E_a=-\frac{d\ln(1/T_1)}{d\beta}=\Delta\,[1+O(n)] .
\]

The activation energy is the splitting between \(A_1\) and \(T_2\). In this model it is neither the splitting \(\Delta_E\) nor the binding energy.

This derivation put the phonon occupation at energy \(\Delta\) in from the start. The choice can be avoided by treating the process as scattering of the whole thermal phonon spectrum. A phonon of energy \(\varepsilon\) is absorbed, one of energy \(\varepsilon'\) is emitted, and the difference \(\varepsilon'-\varepsilon\) is the Zeeman energy released. The golden rule with the second-order amplitude gives

\[
W=\frac1{2\pi\hbar}\int d\varepsilon\;
g(\varepsilon)g(\varepsilon')\,n(\varepsilon)[n(\varepsilon')+1]
\sum_{ij}|G_{ij}(\varepsilon)|^2 .
\]

Here \(g(\varepsilon)/2\pi\) is the phonon sum \(K\) taken at energy \(\varepsilon\), so \(g(\Delta)=\hbar\gamma\). The quantity \(G_{ij}\) is the spin-reversing element, from orbital \(j\) to orbital \(i\), of \((\varepsilon+E_s-H+i\hbar\gamma/2)^{-1}\), where \(E_s\) is the initial spin energy and \(H\) now includes \(\Delta\).

Near resonance this reproduces the earlier result. The resolvent is \(-i/\hbar\) times the Fourier integral, over positive times, of the evolution operator multiplied by \(e^{-\gamma t/2}\). Parseval's theorem then gives

\[
\int d\varepsilon\,|G_{ij}|^2=\frac{2\pi}{\hbar}
\int_0^\infty dt\,e^{-\gamma t}|U_{ij}(t)|^2 .
\]

With \(g\) and \(n\) held at their resonant values and \(n\ll1\), \(W\) becomes \(\gamma n\) times the sum of the mean flip probabilities, as before. Away from resonance the integrand also describes Raman scattering through \(T_2\), with absorption preceding emission. As long as the resonance dominates the integral, its position selects the activation energy. On sufficient cooling the off-resonant part takes over and the slope falls below \(\Delta\).

For an example, take a phosphorus-like donor with \(v_1=1.5\) meV and \(v_2=2.2\) meV. Then \(\Delta=3.0+8.8=11.8\) meV, equivalent to 137 K, and \(\Delta_E=13.2\) meV. The other parameters are round model values: \(\lambda=4\) μeV and a \(T_2\) lifetime of 20 ps, hence \(\gamma=5\times10^{10}\ \mathrm{s^{-1}}\) and \(\hbar\gamma=32.9\) μeV. A field of 0.35 T gives \(z=40.5\) μeV. At 10 K, \(kT=862\) μeV, so the required separation of energies holds. With energies in μeV,

\[
f_++f_-=\frac{16}{32.9^2+42.5^2+32}+\frac{16}{32.9^2+38.5^2+32}
\approx0.0116 .
\]

About one per cent is the sum over two entries, so a single visit rarely flips the spin. The prefactor of \(n\) is \(2\times5\times10^{10}\times0.0116=1.16\times10^9\ \mathrm{s^{-1}}\). At 10 K, \(n=1.13\times10^{-6}\), and therefore \(1/T_1=1.31\times10^3\ \mathrm{s^{-1}}\), or \(T_1=0.76\) ms. At the other temperatures,

| \(T\) (K) | \(1/T_1\) (s⁻¹) | \(T_1\) (ms) |
|---|---|---|
| 8 | 43 | 23 |
| 12 | \(1.29\times10^4\) | 0.078 |
| 14 | \(6.57\times10^4\) | 0.015 |

The scattering integral, with \(g\) assumed proportional to \(\varepsilon^3\), agrees with the formula within 0.2 per cent at all four temperatures. A straight-line fit to the logarithm of its rates gives 11.80 meV. As a control, \(v_1\) was lowered to 0.5 meV with \(v_2\) unchanged. This moves \(\Delta\) to 9.8 meV while \(\Delta_E\) stays at 13.2 meV. With the \(E\) states included, the fitted energy moved from 11.80 to 9.80 meV: it followed \(T_2\).

At 10 K the formula gives \(3.2\times10^3\ \mathrm{s^{-1}}\) at zero field and \(2.5\times10^2\ \mathrm{s^{-1}}\) at 1 T, with all other parameters fixed. The model's prefactor is thus sensitive to field even though its activation energy is not. The spin of the phosphorus nucleus has been left out. Its hyperfine coupling to the electron in \(A_1\) is about 0.5 μeV, so the formula requires \(z\) to be well above this energy, and the zero-field value is that of a donor without nuclear spin.

Several omissions can be sized. Including \(E\), with a width of \(5\hbar\gamma\) and a spin-orbit coupling to \(T_2\) of order \(\lambda\), changes the rate at 10 K by 0.2 per cent. This calculation has no phonon transitions from \(E\) to \(T_2\); if intervalley phonons made them fast, they would add a contribution activated by \(\Delta_E\). An orbital magnetic moment in \(T_2\) with a \(g\)-factor of 0.1 raises the rate by 6 per cent. A flip from up to down raises \(m\) by one, so this moment lowers the Zeeman mismatch by one part in twenty; a moment of the opposite sign would raise the mismatch and lower the rate by about as much. With \(g\) proportional to \(\varepsilon^3\), as assumed above, phonons more than 1 meV off resonance supply about \(10^{-5}\) of the scattering rate at 8 K; this share depends on the assumed phonon spectrum.

Strain also relaxes the spin without a real visit to \(T_2\), by mixing \(E\) into the ground state and so changing its \(g\)-factor. This requires a field away from the cubic axes. For a field along a cubic axis, as chosen above, the changed \(g\)-tensor remains diagonal in these axes and does not turn the spin. The following estimate is for a field in a general direction. Let \(\Xi=9\) eV be the deformation potential, \(\rho=2330\ \mathrm{kg/m^3}\) the density, \(c=5400\) m/s the sound speed, and \(h=10^{-3}\mu_BB\) the valley-dependent Zeeman energy. A phonon mode in volume \(\mathcal V\) has squared strain \(\hbar\omega/(2\rho c^2\mathcal V)\), and the density of modes is \(\mathcal V\omega^2/(2\pi^2c^3)\). Their product is \(s(\omega)=\hbar\omega^3/(4\pi^2\rho c^5)\). Without angular factors, the golden rule gives for the direct and Raman processes

\[
R_d\sim\frac{2\pi}{\hbar^2}\Bigl(\frac{h\Xi}{\Delta_E}\Bigr)^2s(\omega_z)(2n_z+1),
\]
\[
R_R\sim\frac{2\pi h^2}{\hbar^2}\Bigl(\frac{\Xi}{\Delta_E}\Bigr)^4
\int s^2n(n+1)\,d\omega ,
\]

where \(\omega_z=z/\hbar\), \(n_z\) is the occupation at that frequency, and \(n\) in the integral is the occupation at \(\omega\). At 8 K these are roughly 0.005 and 0.08 \(\mathrm{s^{-1}}\), against 43 \(\mathrm{s^{-1}}\) for the Orbach process, whose rate in the cubic donor is the same for every field direction. They fall more slowly on cooling and eventually take over, which ends the activated range. The Raman figure is on the high side, because the phonons that dominate it have wavelengths comparable with the size of the donor and couple more weakly than a uniform strain. Other Raman mechanisms are not included in this estimate, so it is not an upper bound on the Raman rate of a real donor. At 14 K, for \(10^{15}\) uncompensated donors per cubic centimetre, exchange with thermally freed electrons contributes roughly 60 \(\mathrm{s^{-1}}\), about a thousandth of the Orbach rate, if the exchange radius is 2 nm.

In real phosphorus-doped silicon the two valley-orbit excitations lie at roughly 12 and 13 meV, close to the example, and an activated range with an energy of roughly 11 meV is observed. This lies nearer the lower excitation but somewhat below it, a difference the model does not account for. The absolute \(T_1\) values above remain model results, because \(\lambda\) and the lifetime were chosen. Devices break the assumption of cubic symmetry through strain. If strain along the field lowers the \(z\) valleys by \(u\) relative to the others, the state \(m=0\) is lowered by \(u\), and the mismatches become \(z+\lambda/2-u\) and \(z-\lambda/2+u\). A strain of \(10^{-4}\) gives \(u\approx0.9\) meV, far above \(z\). In the example the sum of flip probabilities within \(T_2\) then falls from 0.0116 to about \(4\times10^{-5}\), a factor of nearly 300. For strain along a single cubic axis, this large reduction requires the field to lie along that axis. With the field perpendicular to that axis the sum falls only by about half, because the spin-orbit term between the two orbitals that remain degenerate can still turn the spin. Strain that separates all three orbitals by much more than \(z\) and \(\hbar\gamma\) leaves no such pair, and the sum within \(T_2\) is then strongly reduced for every field direction. Once flips within \(T_2\) are quenched, the spin-orbit coupling between \(T_2\) and \(E\) can no longer be left out. With \(E\) treated as above (width \(5\hbar\gamma\), coupling of order \(\lambda\)), lowering the \(z\) valleys by 0.9 meV reduces the rate at 10 K by a factor of about 90 rather than 300. Valley shifts comparable with \(\Delta_E-\Delta\) can also bring an \(E\) level onto a \(T_2\) level: for shifts of \(+0.9\), \(0\) and \(-0.9\) meV on the \(x\), \(y\) and \(z\) axes, the rate falls only by a factor of about ten for a field along \(z\). The transition energies also shift, to \(\Delta-2u/3\) for \(t_z\) and \(\Delta+u/3\) for the other two, since \(A_1\) has one third of its weight on each axis. At 10 K this changes the Boltzmann factors by a factor of about two or less. The simple prefactor therefore applies to donors whose strain is well below \(z/\Xi\approx4.5\times10^{-6}\) at this field. The numerical output below gives the values in full.

## Table of computed values

```
Opposite-valley coupling v1: 1.5 meV
Adjacent-valley coupling v2: 2.2 meV
A1-T2 splitting Delta: 11.80 meV = 136.9 K
A1-E splitting: 13.20 meV
Spin-orbit constant lambda: 4.0 ueV
T2 spin-orbit splitting 3 lambda/2: 6.0 ueV
T2 lifetime: 20 ps; gamma: 5.00e+10 1/s
Level width hbar gamma: 32.9 ueV
Field: 0.35 T; Zeeman splitting z: 40.5 ueV
kT at 10 K: 862 ueV
Sum of the two flip fractions: 0.01163
Prefactor of n in 1/T1: 1.163e+09 1/s
T=8 K: n=3.684e-08, 1/T1 formula=4.285e+01 1/s, scattering=4.292e+01 1/s, T1=23.3 ms
T=10 K: n=1.130e-06, 1/T1 formula=1.314e+03 1/s, scattering=1.316e+03 1/s, T1=0.761 ms
T=12 K: n=1.107e-05, 1/T1 formula=1.288e+04 1/s, scattering=1.289e+04 1/s, T1=0.0777 ms
T=14 K: n=5.652e-05, 1/T1 formula=6.574e+04 1/s, scattering=6.577e+04 1/s, T1=0.0152 ms
Activation energy fitted to scattering rates: 11.798 meV
Same with E states included: 11.799 meV
Control Delta: 9.80 meV, A1-E: 13.20 meV, fitted: 9.799 meV
1/T1 at 10 K and 0.00 T: 3.231e+03 1/s
1/T1 at 10 K and 0.35 T: 1.314e+03 1/s
1/T1 at 10 K and 1.00 T: 2.493e+02 1/s
Flip test (lambda=1.5, z=1.2 in hbar gamma): phonons 0.2438, formula 0.2419
Largest master-equation deviation at n=1e-5: 3.7e-05
Resolved limit, 1/(T1 gamma n): 1.7774 (16/9=1.7778)
Rate change from E states (width 5 hbar gamma), 10 K: 0.24 %
Rate change from T2 orbital g-factor 0.1, 10 K: 6.16 %
Share of phonons over 1 meV off resonance, 8 K: 1.2e-05
Inputs: Xi_u=9 eV, valley g shift=1e-03, density=2330 kg/m3, speed=5400 m/s
Direct rate by valley repopulation, 8 K, rough: 5e-03 1/s
Raman rate by valley repopulation, 8 K, rough: 8e-02 1/s
Inputs: donors=1e+15 cm^-3, binding=45 meV, exchange radius=2 nm
Freed electrons at 14 K: 9.5e+07 cm^-3
Exchange rate with freed electrons, 14 K, rough: 6e+01 1/s
```
